Threshold shift from one electron in a 30 nm memory cell

**Problem**

A planar charge-trap memory cell has a square channel of side L = 30 nm. Its gate insulator has an equivalent oxide thickness t = 10 nm: it has the same capacitance per area as 10 nm of silicon dioxide, whose relative permittivity is taken as 3.9. The channel is p-type silicon. One electron is trapped at the interface between insulator and channel.

(a) Treat the cell as a parallel-plate structure, with the trapped charge spread evenly over the channel area. Find the shift of the threshold voltage, with its sign.

(b) How does the shift change if the electron sits inside the insulator?

(c) The gate voltage is now held fixed while the electron is trapped. By how much does the surface potential of the silicon change, and why does this differ from the answer to (a)? Take an acceptor density of 10¹⁸ cm⁻³ and a temperature of 300 K.

(d) The electron is really a point charge, and the gate has edges. Estimate how far each fact moves the result.

(e) Many such cells each trap a random number of electrons, with a mean threshold shift of 1 V. What spread of threshold voltages follows?

**Solution**

**(a) The shift for an evenly spread charge**

Let x run from the gate at x = 0 through the oxide to the interface at x = t, and on into the silicon. Potentials are measured from the neutral silicon far below the surface. The gate voltage V_G is measured from flat band, the condition in which the uncharged cell has no field anywhere. The surface potential ψ_s is the potential at x = t. Write q > 0 for the elementary charge, A = L² for the area and ε_ox = 3.9 ε₀.

Threshold is defined as the gate voltage at which the channel holds a chosen number of mobile electrons per area. The same number is used before and after trapping.

It costs little to place the trapped charge at a general distance d from the gate and set d = t afterwards. Its charge per area is

Q_t = −q/A.

Let Q_s be the total charge per area in the silicon, from ionized acceptors, holes and mobile electrons together. Gauss's law says that the displacement D, counted positive towards the silicon, rises by the charge per area that is crossed. Deep in the silicon D = 0. Going back from there to the interface crosses Q_s, so between the trapped charge and the silicon

D = −Q_s  (d < x < t).

Going back across the trapped sheet as well gives

D = −Q_s − Q_t  (0 < x < d).

The field is D/ε_ox, and the voltage across the oxide is its integral:

V_G − ψ_s = [d(−Q_s − Q_t) + (t − d)(−Q_s)]/ε_ox.

The two terms in d Q_s cancel, which leaves

V_G = ψ_s − (t Q_s + d Q_t)/ε_ox.  (1)

Next, a fixed number of mobile electrons must be shown to fix ψ_s and Q_s. In the silicon the charge density depends on position through the local potential ψ alone. Poisson's equation can then be multiplied by dψ/dx and integrated once from the neutral interior, where ψ and its slope vanish. The result has the form

dψ/dx = −F(ψ),

with F positive for ψ > 0. The excess of mobile electrons per area over the neutral state is therefore

N = ∫ (n − n₀) dx = ∫₀^ψ_s [n(ψ) − n₀]/F(ψ) dψ,

where n₀ is the electron density in the neutral interior. The integrand is positive, so N grows steadily with ψ_s. One value of N thus belongs to one value of ψ_s, and hence to one surface field F(ψ_s) and one charge Q_s = −ε_Si F(ψ_s), where ε_Si is the permittivity of silicon. The trapped charge lies outside the silicon and does not alter this relation.

Write (1) at threshold with the trapped charge, write it again without, and subtract. The terms in ψ_s and Q_s cancel:

ΔV_T = −d Q_t/ε_ox = q d/(ε_ox A).  (2)

For an electron at the interface d = t, and

ΔV_T = q t/(ε_ox L²) = q/C, with C = ε_ox L²/t.  (3)

The sign is positive. The trapped electron repels the mobile ones, and the gate must be made more positive to bring them back.

The numbers follow in three steps. The capacitance per area is

C′ = ε_ox/t = 3.9 × 8.854×10⁻¹² / 10⁻⁸ = 3.453×10⁻³ F/m².

With A = 9.00×10⁻¹⁶ m² the cell capacitance is

C = 3.453×10⁻³ × 9.00×10⁻¹⁶ = 3.108×10⁻¹⁸ F,

or about 3.1 aF. The shift is

ΔV_T = 1.602×10⁻¹⁹ / 3.108×10⁻¹⁸ = 0.0516 V ≈ 52 mV.

About 19 electrons at the interface would shift the threshold by 1 V.

Neither the doping nor the temperature appears in (3), and nor does the chosen number of mobile electrons. The size of the shift, and its independence of the chosen number, were tested by solving Poisson's equation numerically through oxide and silicon, with Boltzmann statistics for holes and electrons and the doping of part (c). The gate voltage needed for a given mobile density was found with and without the trapped sheet. The shift was 51.55 mV for a criterion of 10⁹ cm⁻², in weak inversion, and 51.55 mV again for 10¹² cm⁻², in strong inversion. On this cell the two criteria mean 0.009 and 9 mobile electrons. The first can only be read as an average over time. At the second, the electron density at the surface comes close to the effective density of states of the conduction band, where Boltzmann statistics is only a rough description. At this doping the classical electron layer is also only about 0.5 nm thick, so quantum confinement, which is left out here, would raise the surface potential needed for a given electron number. The cancellation that leads to (2) depends on neither point: it needs only that the silicon be in the same state before and after trapping.

**(b) An electron inside the insulator**

Equation (2) holds for any d between 0 and t. The trapped charge adds to the field between itself and the gate, and leaves the field on its other side unchanged when the silicon is held at threshold. The extra voltage is the extra field times the distance d.

An electron 1 nm inside the oxide, at d = 9 nm, gives

ΔV_T = 51.55 mV × 9/10 = 46.4 mV.

In the middle, at d = 5 nm, the shift is 25.8 mV. At the gate it vanishes, because the gate supplies the compensating charge at no distance. The interface is thus the position of largest shift in this model. If the insulator is a stack of materials, d/ε_ox in (2) is replaced by the sum of thickness over permittivity for the layers between gate and charge. In other words, d is then an equivalent oxide distance.

**(c) The surface potential at fixed gate voltage**

Now V_G stays fixed and the silicon must respond. Let δψ_s and δQ_s be the changes on trapping an electron at the interface. With d = t, equation (1) gives

0 = δψ_s − (δQ_s + Q_t)/C′.

For a small change, define the silicon capacitance per area C_d by δQ_s = −C_d δψ_s. The minus sign is there because a higher surface potential uncovers more negative acceptor charge. Then

0 = δψ_s (1 + C_d/C′) − Q_t/C′,

and multiplication by C′ gives

δψ_s = Q_t/(C′ + C_d) = −q/[A(C′ + C_d)].  (4)

In weak inversion the mobile electrons contribute little charge, and C_d can be found from the acceptors and holes. Let N_a be the acceptor density and V_t = k_B T/q = 25.85 mV the thermal voltage. The hole density is N_a exp(−ψ/V_t), so Poisson's equation reads

ε_Si d²ψ/dx² = q N_a [1 − exp(−ψ/V_t)].

Multiply by dψ/dx and integrate from the interior:

(ε_Si/2)(dψ/dx)² = q N_a [ψ − V_t + V_t exp(−ψ/V_t)].

At the surface ψ_s is many times V_t, and the exponential can be dropped. Since |Q_s| = ε_Si |dψ/dx| there,

|Q_s| = √[2 ε_Si q N_a (ψ_s − V_t)].

Define the depletion width W by |Q_s| = q N_a W. Differentiation gives

C_d = d|Q_s|/dψ_s = ε_Si q N_a/|Q_s| = ε_Si/W.

At the weak-inversion threshold the numerical solution has ψ_s = 0.850 V. With ε_Si = 11.7 ε₀ this gives W = 32.6 nm and C_d = 3.17×10⁻³ F/m², close to C′. From (4),

|δψ_s| = 1.602×10⁻¹⁹ / [9.00×10⁻¹⁶ × (3.453 + 3.173)×10⁻³] = 0.0269 V.

The surface potential falls by 27 mV, about half the threshold shift. At fixed gate voltage the field of the trapped electron ends partly on the gate and partly in the silicon, where the depletion layer shrinks. To restore threshold the gate must undo the change in the silicon too, and each millivolt at the surface costs (1 + C_d/C′) = 1.92 mV at the gate. Multiplying the magnitude of (4) by this factor returns q/(A C′), which is (3).

The full numerical solution gives a drop of 26.6 mV, 1 % below the value from (4). The mobile electrons, left out of C_d, account for part of this. Their capacitance per area is q × 10¹³ m⁻² / V_t = 6×10⁻⁵ F/m², about 1 % of C′ + C_d before trapping, and it falls as they are repelled.

In weak inversion the current is nearly proportional to exp(ψ_s/V_t). An evenly spread electron would thus reduce it at fixed gate voltage to exp(−26.6/25.85) = 0.36 of its former value.

**(d) The point charge and the edges of the gate**

*The potential of a point electron.* Keep the layers, but put the whole charge at one point of the interface. Treat the gate and the lower edge of the depletion layer as planes of fixed potential, and neglect screening by mobile electrons, as suits weak inversion. The layers are taken to continue sideways without limit.

Resolve the charge into plane waves along the interface with wave number k. A potential with amplitude V_k at the interface must vanish at both planes. Laplace's equation then makes it vary as sinh(kx) in the oxide and as sinh[k(t + W − x)] in the silicon. The jump of D at the interface equals the charge amplitude. With magnitudes used throughout, so that V is the barrier seen by a mobile electron, this gives

k V_k [ε_ox coth(kt) + ε_Si coth(kW)] = q.

A point charge has the same amplitude q at every k. Summing the waves over all directions in the plane gives the Bessel function J₀:

V(r) = (q/2π) ∫₀^∞ J₀(kr) dk / [ε_ox coth(kt) + ε_Si coth(kW)].  (5)

The integral of V over the whole plane is the amplitude at k = 0. There k coth(kt) → 1/t and k coth(kW) → 1/W, so

∫ V d²r = q/(ε_ox/t + ε_Si/W) = q/(C′ + C_d).  (6)

Dividing (6) by A gives the drop in (4). The spread charge and the point charge thus have the same total effect on the surface potential, but distribute it differently. From (5) the barrier is 85 mV at 2 nm from the electron, 30 mV at 5 nm and 6 mV at 15 nm, the distance from the centre of the cell to the middle of a side.

*The effect on the current.* For an electron at the centre of the cell, roughly 56 % of the integral (6) lies inside the cell. The mean barrier there is 0.56 × 26.9 = 15 mV, which corresponds to 15 × 1.92 = 29 mV at the gate. In addition, the current can flow around the peak. To include this, let the local sheet conductance be proportional to exp(−V/V_t), with a small voltage from source to drain and no current through the sides. Solving numerically for the current gives 0.59 of its value without the electron. The equivalent gate shift is

25.85 mV × ln(1/0.59) × 1.92 = 26 mV.

This is half the result of (a). Most of the reduction, from 52 to 29 mV, comes from the part of the barrier that lies outside the cell, and the detour of the current removes a further 3 mV. The first part depends on the assumption that the layers continue sideways, so other surroundings would change it. That 26 mV is also close to the thermal voltage and to the drop in (c) is an accident of these parameters.

The shift can also exceed 52 mV. Suppose that uneven doping forces the current through one narrow passage 2 nm from the trapped electron. The gate must then make good the local barrier of 85 mV, and the shift is 85 mV × 1.92 ≈ 160 mV. This is an estimate for a current governed by a single spot right at the interface. Real carriers flow slightly below it, where the barrier is lower. It shows that the position of the electron relative to the current path can matter as much as its charge.

*The edges of the gate.* Here a different model is convenient. Take an isolated thin square gate of side 30 nm, 10 nm above a conducting channel plane, in uniform oxide. Field lines spread at the edges, and the charge induced on the channel area directly below the gate is found numerically to be 0.86 of the parallel-plate value. An electron at the surface of the conducting plane displaces one elementary charge in the channel beneath it. The gate must restore that charge with a coupling capacitance of 0.86 C, so

ΔV_T ≈ 51.55 mV / 0.86 = 60 mV.

The edges raise the shift by about 16 % of the parallel-plate result. The two corrections in this part come from different pictures of the channel, one unscreened and one conducting, and should not be multiplied together.

**(e) The spread in an array**

Assume that electrons are trapped independently, all at the interface, that only a small fraction of the available traps is filled, and that each electron contributes the same shift ΔV₁ = 51.55 mV. The number n in a cell then follows a Poisson distribution, whose variance equals its mean n̄. The threshold shift of a cell is n ΔV₁, so its mean and standard deviation are

M = n̄ ΔV₁,  σ = √n̄ ΔV₁.

Substituting n̄ = M/ΔV₁ gives

σ = √(M ΔV₁).  (7)

For M = 1 V this is √(1 × 0.05155) = 0.23 V, from a mean of 19.4 electrons. That mean is 2.2×10¹² electrons per cm², so a small filled fraction requires well over 10¹³ traps per cm², far more than a good silicon–oxide interface has. If a fraction p of a fixed number of traps is filled, the distribution is binomial and σ is smaller by √(1 − p); for 10¹³ traps per cm², p = 0.22 and σ = 0.20 V. The spread is more than four times the shift of one electron. If the threshold voltage is to store an analogue weight, a single write of this kind therefore leaves an error of 23 % of the mean shift. Reading the cell and correcting it in steps can reduce the error, because n is then no longer left to chance. One electron remains the smallest step, 5 % of 1 V in this model.

Equation (7) fails when the electrons already trapped hinder the capture of the next, since the events are then not independent. This is to be expected when a cell is written by tunnelling, because the trapped charge lowers the field that drives the injection. The number of electrons then varies less than (7) assumes. It also omits the differences in shift from one position to another found in (d), and any spread of the thresholds that was present before trapping, for example from random numbers of dopants.

**The model beside a real cell**

An equivalent oxide thickness near 10 nm and a side of 30 nm are in the range of small planar silicon charge-trap cells. The doping of 10¹⁸ cm⁻³ is a rough value towards the high side. It affects (c) and the point-charge estimate, but not (3). Those two parts also leave out the source and drain. Far from a point charge the potential (5) decays over a length 1/κ ≈ 16 nm, where κ is the smallest root of ε_ox cot(κt) + ε_Si cot(κW) = 0. This is about half the channel length, so in a real cell of this size the heavily doped contacts screen the trapped charge and weaken the control of the gate over the surface. The drop of 27 mV, the factor 1.92 and the point-charge shifts are therefore long-channel values, and would change in a short channel. At the weak-inversion threshold the gate is 2.37 V above flat band and the oxide field is 1.5 MV/cm, well below a breakdown field of roughly 10 MV/cm. Writing a cell needs much higher fields, to which this comparison does not apply. The stored charge of a charge-trap cell sits in a layer inside the insulator, so its shift per electron is smaller by the factor d/t of part (b). The interface electron of this problem represents instead a single defect that captures and releases charge. Of the assumptions examined here, the even spreading of charge and current matters most: the estimates above run from 26 mV for a central electron in a uniform channel to about 160 mV beside a narrow current path. If the layers continue sideways, an electron near a side of the uniform channel gives less than a central one, because more of its barrier lies outside the cell. Cells with a cylindrical channel need the capacitance of their own geometry in place of (3).

The value of 52 mV is therefore the scale of a one-electron shift in this cell, and the exact answer for the evenly spread charge between parallel plates. Equation (3) also shows how that scale moves: halving L at fixed t raises it fourfold, while t/L doubles and the parallel-plate assumption becomes poorer. The computed values are listed in the numerical output.

Computed results

```
cell side: 30 nm
equivalent oxide thickness: 10 nm
relative permittivity, oxide: 3.9
relative permittivity, silicon: 11.7
elementary charge: 1.6022e-19 C
vacuum permittivity: 8.8542e-12 F/m
cell area: 9.00e-16 m^2
oxide capacitance per area: 3.4531e-03 F/m^2
cell capacitance: 3.108 aF
threshold shift of one electron, formula: 51.55 mV
electrons for a 1 V shift: 19.4
temperature: 300 K
acceptor doping: 1.0e+18 cm^-3
intrinsic density: 1.0e+10 cm^-3
weak-inversion criterion: 1.0e+09 cm^-2
strong-inversion criterion: 1.0e+12 cm^-2
Poisson shift, weak criterion: 51.55 mV
Poisson shift, strong criterion: 51.55 mV
Poisson shift, electron 5 nm from gate: 25.78 mV
Poisson shift, electron 1 nm inside oxide: 46.40 mV
threshold from flat band, weak criterion: 2.365 V
surface potential there: 0.850 V
oxide field there: 1.52 MV/cm
depletion width: 32.6 nm
depletion capacitance per area: 3.173e-03 F/m^2
surface potential drop, fixed gate, Poisson: 26.61 mV
surface potential drop, capacitor formula: 26.86 mV
thermal voltage: 25.85 mV
point-electron barrier at 2 nm: 85.1 mV
point-electron barrier at 5 nm: 29.9 mV
point-electron barrier at 15 nm: 6.2 mV
share of barrier integral inside cell: 0.56
current with central point electron / without: 0.59
equivalent gate shift, central point electron: 26 mV
gate charge on footprint / parallel plate: 0.86
sheet shift with isolated-gate fringing: 60 mV
```
